# Does phase-space volume bound the number of bound states?

**Q:** I estimate bound states by counting cells. For one spinless electron with \(H=-\tfrac12\nabla^2+V\) in atomic units, a state of negative energy needs a cell \((2\pi)^d\) of the region where \(p^2/2+V<0\). If \(V=-|V|\le 0\), the momenta allowed at \(x\) fill a ball of radius \(\sqrt{2|V(x)|}\). With \(\omega_d\) the volume of the unit ball, the number of cells is

\[
N_{\rm cl}=\frac{\omega_d}{(2\pi)^d}\int (2|V|)^{d/2}\,d^dx .
\]

So the number \(N\) of bound states should be at most a constant times \(N_{\rm cl}\), whatever the dimension. Where could dimension enter?

**A:** Test the claim on a weak well. If \(N\le K N_{\rm cl}\), a well with \(N_{\rm cl}<1/K\) has no bound state, because \(N\) is an integer. Let \(V\) be bounded, tend to zero at infinity and not vanish identically. To count without solving the Schrödinger equation, use the energy form

\[
\mathcal E[u]=\tfrac12\int|\nabla u|^2-\int|V||u|^2 .
\]

\(N\), the number of negative eigenvalues with multiplicity, is the largest dimension of a subspace on which \(\mathcal E\) is negative for every nonzero \(u\). The bound eigenfunctions span such a subspace. A larger one would contain a nonzero function orthogonal to all of them, and on such functions \(\mathcal E\ge0\). One trial function with \(\mathcal E<0\) therefore proves that a bound state exists.

**Q:** Take a square well of depth \(V_0\) in one dimension, on \(|x|<R\). I can make \(V_0\) as small as I like.

**A:** Let \(u=1\) in the well and let it fall linearly to zero over a length \(L\) on each side. The slope is \(\pm1/L\) on two stretches of length \(L\), so

\[
\mathcal E=\tfrac12\cdot 2L\cdot\frac1{L^2}-2RV_0=\frac1L-2RV_0 .
\]

This is negative once \(L>1/(2RV_0)\). A shallower well needs a longer tail, but it still binds.

In two dimensions let \(u=1\) for \(r<R\) and \(u=\ln(R_2/r)/\ln(R_2/R)\) for \(R<r<R_2\), with \(u=0\) beyond. Then \(u'=-1/[r\ln(R_2/R)]\) in the tail, and

\[
\mathcal E=\frac12\int_R^{R_2}\frac{2\pi r\,dr}{r^2\ln^2(R_2/R)}-\pi R^2V_0
=\frac{\pi}{\ln(R_2/R)}-\pi R^2V_0 .
\]

This is negative when \(\ln(R_2/R)>1/(R^2V_0)\). For a general \(V\le0\), choose an interval or disc on which \(g=\int|V|>0\). The rest of the well can only lower \(\mathcal E\), so \(\mathcal E\le 1/L-g\) or \(\mathcal E\le\pi/\ln(R_2/R)-g\), and a long enough tail wins again.

**Q:** Why does the same trick not bind every well in three dimensions?

**A:** The tail has a minimum price there. For a radial \(u\) that falls from 1 at \(R\) to 0 at infinity, the Cauchy-Schwarz inequality gives

\[
1=\Big(\int_R^\infty u'\,dr\Big)^2\le\int_R^\infty r^2u'^2dr\int_R^\infty\frac{dr}{r^2}
=\frac1R\int_R^\infty r^2u'^2dr ,
\]

so the kinetic term \(2\pi\int r^2u'^2dr\) is at least \(2\pi R\), however long the tail.

**Q:** Let me see numbers for one well in all three dimensions.

**A:** Take round model values: \(R=2\) Å (3.7795 bohr) and depths of 1, 0.5 and 0.25 eV. The formula for \(N_{\rm cl}\) becomes

\[
\frac{2R\sqrt{2V_0}}{\pi},\qquad \frac{V_0R^2}{2},\qquad \frac{2}{9\pi}\big(R\sqrt{2V_0}\big)^3
\]

for \(d=1,2,3\). At 0.25 eV, which is 0.009187 hartree, the second is \(0.009187\times3.7795^2/2=0.0656\).

With binding energy \(B\), set \(k=\sqrt{2(V_0-B)}\) and \(q=\sqrt{2B}\). Matching \(u'/u\) at the edge gives \(k\tan kR=q\) in one dimension and \(kJ_1(kR)/J_0(kR)=qK_1(qR)/K_0(qR)\) in two. Numerical root finding yields:

| Depth (eV) | \(N_{\rm cl}\), \(d=1,2,3\) | \(B\), \(d=1\) (eV) | \(B\), \(d=2\) (eV) |
|---|---|---|---|
| 1 | 0.652, 0.262, 0.076 | 0.464 | 0.0476 |
| 0.5 | 0.461, 0.131, 0.027 | 0.159 | \(9.85\times10^{-4}\) |
| 0.25 | 0.326, 0.066, 0.0095 | 0.0491 | \(4.79\times10^{-7}\) |

In three dimensions none of these wells binds. At threshold \(r\psi=\sin kr\) must join a constant at \(R\), so \(kR=\pi/2\) and \(V_0=\pi^2/(8R^2)\), which is 2.35 eV here.

**Q:** The two-dimensional energy collapses. Is it really nonzero for every depth?

**A:** Yes, by the trial function. Its size follows from the matching condition for small arguments. The left side tends to \(k^2R/2\approx V_0R\), and the right side to \(1/[R\ln(1/qR)]\) with logarithmic accuracy. Hence \(\ln(1/qR)\approx1/(V_0R^2)\), and

\[
B=\frac{q^2}{2}\sim\frac{1}{R^2}\,e^{-2/(V_0R^2)}=\frac1{R^2}\,e^{-1/N_{\rm cl}},
\]

with a numerical prefactor left undetermined. Going from 0.5 to 0.25 eV, \(1/N_{\rm cl}\) rises from 7.62 to 15.24, so \(B\) should shrink by \(e^{-7.62}=4.9\times10^{-4}\). The table gives \(4.79\times10^{-7}/9.85\times10^{-4}=4.9\times10^{-4}\). The tail is correspondingly long: at 0.25 eV the trial function needs \(R_2>4077\) Å, against \(L>7.6\) Å in one dimension.

**Q:** Then the damage is one stray state. I will write \(N\le 1+KN_{\rm cl}\) in low dimensions.

**A:** The trial functions vanish outside a finite region, so put \(M\) copies of a weak well so far apart that their trial functions \(u_j\) do not overlap. For \(u=\sum_jc_ju_j\) all cross terms vanish, and \(\mathcal E[u]=\sum_j|c_j|^2\mathcal E[u_j]<0\). Hence \(N\ge M\). If one well has phase-space volume \(\varepsilon\), the array has \(M\varepsilon\). A bound \(N\le A+BN_{\rm cl}\) would require

\[
M\le A+BM\varepsilon\quad\text{for every }M .
\]

Dividing by \(M\) and letting \(M\to\infty\) gives \(1\le B\varepsilon\), which fails for a well shallow enough that \(\varepsilon<1/B\). No finite \(A\) and \(B\) work in one or two dimensions.

As an example, take 40 one-dimensional wells, each 4 Å wide and 0.01 eV deep. One has \(N_{\rm cl}=0.0652\), so all have \(40\times0.0652=2.61\). The trial function needs \(L>190.5\) Å. With centres 500 Å apart, each well has \(250-2=248\) Å of room on either side, so \(N\ge40\). A count of the negative eigenvalues of \(H\) on a 1 Å grid gives 40.

Now push them together into one well 160 Å wide. \(N_{\rm cl}\) is still 2.61. In one dimension, \(N\) equals the number of zeros of the zero-energy solution that is constant on the far left (the oscillation theorem). Inside, this solution is a cosine whose phase runs from 0 to \(2.61\pi\). It vanishes at \(\pi/2\), \(3\pi/2\) and \(5\pi/2\), and leaves the well negative with negative slope, so it has no further zero. Thus \(N=3\). The same phase-space volume holds 3 states or 40.

**Q:** So a one-dimensional bound must know where the wells are. Is there one?

**A:** Yes. Take \(n\) bound states, \(n\ge2\), and from their span keep the functions with \(u(0)=0\). This one condition leaves at least \(n-1\) dimensions. Choose \(n-1\) functions there with \(\int u_i'^*u_j'\,dx=\delta_{ij}\). Since \(u_j(x)=\int_0^xu_j'\,dy\) is, up to sign, the overlap of \(u_j'\) with a step function of squared norm \(|x|\), Bessel's inequality gives \(\sum_j|u_j(x)|^2\le|x|\). Summing \(\mathcal E[u_j]<0\) yields

\[
\frac{n-1}{2}<\int|V|\sum_j|u_j|^2dx\le\int|x||V|\,dx ,
\qquad\text{so}\qquad N\le1+2\int|x||V|\,dx .
\]

For \(n\le1\) the result is trivial. With the origin at the centre, the right side is 17.8 for the merged well and about 2101 for the separated ones. Both are far above the true counts, but the bound does respond to the separation.

It can also be nearly attained. Put very narrow wells of areas \(G\) and \(g\) at \(0\) and \(b\), with \(2bG=100\) and \(2bg=1.05\). A narrow well of area \(G\) changes the slope of the zero-energy solution by \(-2Gu\). Starting from \(u=1\), the solution reaches \(u(b)=1-100=-99\), having crossed zero once. Beyond \(b\) its slope times \(b\) is \(-100+1.05\times99=+3.95\), so it crosses zero again. Hence \(N=2\), while the bound is \(1+1.05=2.05\).

**Q:** For three dimensions you have shown that one trick fails, not that my bound holds.

**A:** Here is a proof for every \(d\ge3\), with \(\int|V|^{d/2}\) finite. Take \(n\) bound states and choose \(u_1,\dots,u_n\) in their span with \(\int\nabla u_i^*\cdot\nabla u_j=\delta_{ij}\). This is possible because a square-integrable function with zero gradient vanishes. Let \(\rho=\sum_j|u_j|^2\). Adding the inequalities \(\mathcal E[u_j]<0\) gives

\[
\frac n2<\int|V|\rho\,d^dx .
\]

We need a limit on \(\rho\). Split each \(u_j\) into parts with momentum below and above \(\kappa=\sqrt\tau\), with densities \(\rho_<\) and \(\rho_>\). With the unitary Fourier transform, the functions \(f_j(p)=|p|\hat u_j(p)\) are orthonormal, and

\[
u_j^<(x)=\int_{p<\kappa}\frac{e^{ip\cdot x}}{(2\pi)^{d/2}|p|}\,f_j(p)\,d^dp .
\]

This is the overlap of \(f_j\) with a fixed function, so Bessel's inequality gives

\[
\rho_<(x)\le\frac{1}{(2\pi)^d}\int_{p<\kappa}\frac{d^dp}{p^2}
=\frac{d\,\omega_d}{(2\pi)^d}\int_0^\kappa p^{d-3}dp=a_d\,\kappa^{d-2},
\qquad a_d=\frac{d\,\omega_d}{(2\pi)^d(d-2)} .
\]

The integral converges at small \(p\) for \(d>2\) and diverges for \(d=1,2\). This is where the proof uses the dimension: long waves carry little kinetic energy, and in low dimensions they can build up an unlimited density.

**Q:** And the high momenta?

**A:** They are paid for by kinetic energy. A momentum \(p\) belongs to the high part while \(\tau<p^2\), so

\[
\int_0^\infty d\tau\int\rho_>\,d^dx=\sum_j\int p^2|\hat u_j|^2d^dp=n .
\]

At each point the triangle inequality for vectors with \(n\) components gives \(\sqrt{\rho_>}\ge\sqrt\rho-\sqrt{a_d}\,\tau^{b}\), with \(b=(d-2)/4\). The right side is positive up to \(\tau_*=(\rho/a_d)^{2/(d-2)}\). Keep that range and set \(\tau=\tau_*s\):

\[
n\ge\int d^dx\,\rho\,\tau_*\int_0^1(1-s^b)^2ds .
\]

The last integral is

\[
1-\frac2{1+b}+\frac1{1+2b}=\frac{2b^2}{(1+b)(1+2b)}=\frac{(d-2)^2}{d(d+2)}\equiv\theta .
\]

Since \(\rho\tau_*=a_d^{-2/(d-2)}\rho^{d/(d-2)}\), we have

\[
\int\rho^{d/(d-2)}d^dx\le\frac{a_d^{2/(d-2)}}{\theta}\,n .
\]

Hölder's inequality with exponents \(d/2\) and \(d/(d-2)\) now gives

\[
\frac n2<\Big(\int|V|^{d/2}\Big)^{2/d}a_d^{2/d}\,\theta^{-(d-2)/d}\,n^{(d-2)/d} .
\]

Multiply by \(2n^{-(d-2)/d}\), which leaves \(n^{2/d}\) on the left, and raise to the power \(d/2\):

\[
n<2^{d/2}a_d\,\theta^{-(d-2)/2}\int|V|^{d/2}d^dx .
\]

Dividing by \(N_{\rm cl}\) turns \(a_d\) into \(d/(d-2)\). As \(n\) was any number of bound states,

\[
N\le K_dN_{\rm cl},\qquad
K_d=\frac d{d-2}\left[\frac{d(d+2)}{(d-2)^2}\right]^{(d-2)/2}.
\]

This is the Cwikel-Lieb-Rozenblum bound, with the constant this proof supplies. If \(V\) also has positive parts, dropping them lowers \(\mathcal E\), so the bound holds with the negative part of \(V\) alone.

**Q:** For \(d=3\) that is \(K_3=3\sqrt{15}\approx11.6\). For my 1 eV well it gives \(11.6\times0.076=0.88\), which is below 1, so the bound alone excludes a bound state. But surely a better proof would bring the constant down to 1?

**A:** No proof can. Consider \(V=-D(1+r^2)^{-2}\) in three dimensions, with \(r\) in units of a chosen length and \(D\) in units of \(\hbar^2/(m\,\text{length}^2)\). For \(u=(1+r^2)^{-1/2}\) we have \(r^2u'=-r^3(1+r^2)^{-3/2}\), and differentiating gives

\[
\nabla^2u=\frac1{r^2}(r^2u')'=-3(1+r^2)^{-5/2}=-3(1+r^2)^{-2}u .
\]

So \(u\) solves the zero-energy equation at \(D=3/2\). Multiplying that equation by \(u\) and integrating by parts gives \(\mathcal E[u]=0\) there; the surface term, of order \(r^2uu'\sim1/r\), vanishes. For any \(D>3/2\), \(\mathcal E[u]<0\). This \(u\) is not square-integrable, but cutting it off smoothly near a large radius \(S\) costs kinetic energy of order \(S^3(S^{-2})^2=1/S\), which can be made negligible. The well therefore binds for every \(D>3/2\). At \(D=3/2\),

\[
N_{\rm cl}=\frac{3^{3/2}}{6\pi^2}\int\frac{d^3x}{(1+r^2)^3}
=\frac{3^{3/2}}{6\pi^2}\cdot\frac{\pi^2}{4}=\frac{\sqrt3}{8}\approx0.217 .
\]

A state can thus exist with little more than a fifth of a cell, and any valid constant for \(d=3\) is at least \(8/\sqrt3\approx4.62\). For a length of 2 Å, this threshold depth is 2.86 eV.

**Q:** Then is there any sense in which one state per cell is right?

**A:** As an estimate for deep wells, good to a few percent at the greatest depth tried here. I counted the states of three-dimensional square, Gaussian and \((1+r^2)^{-2}\) wells numerically, summing over angular momentum, at 26 depths each. The largest \(N/N_{\rm cl}\) found were 3.44, 3.70 and 4.55, each at the first scanned depth that binds a state, so they depend on the depths chosen (just above its threshold depth the square well's ratio approaches 3.65), and all are below \(K_3\). The deepest Gaussian, \(V=-400\,e^{-r^2}\) in units of \(\hbar^2/(m\,\text{length}^2)\), has \(N=1158\) and \(N_{\rm cl}=1158.2\). The closeness of that match is an accident of the chosen depth, since \(N\) jumps by \(2l+1\) whenever a level of angular momentum \(l\) becomes bound, while \(N_{\rm cl}\) grows smoothly: for Gaussian depths sampled between 370 and 430, \(N-N_{\rm cl}\) runs from about \(-20\) to \(+31\). At depth 400 the square well has \(N=1642\) against \(N_{\rm cl}=1600.6\), and the \((1+r^2)^{-2}\) well has \(N=1015\) against 942.8.

All numerical values are calculated from the stated model.
